# Exchange-correlation matrices for Laplacian functionals and the GGA kernel contraction, part 1

(Sections cited here and not found follow in the second part.)

Let $\phi_\mu$ be real Gaussian basis functions and let the exchange-correlation energy be the integral of a function $f(\rho,\sigma,\tau,\ell)$ of the density $\rho$, its squared gradient $\sigma=|\nabla\rho|^2$, the kinetic-energy density $\tau$ and the Laplacian $\ell=\nabla^2\rho$. The exchange-correlation matrix is

$$
V_{\mu\nu}=\int\Big[f_\rho\,\phi_\mu\phi_\nu+2f_\sigma\,\nabla\rho\cdot\nabla(\phi_\mu\phi_\nu)+\tfrac12 f_\tau\,\nabla\phi_\mu\cdot\nabla\phi_\nu+f_\ell\,\nabla^2(\phi_\mu\phi_\nu)\Big]d\mathbf r, \tag{1}
$$

where a subscript on $f$ denotes a partial derivative. For a generalized gradient approximation (GGA), in which $f$ depends on $\rho$ and $\sigma$ alone, the first-order change of this matrix caused by a trial density $\rho'$ is

$$
K_{\mu\nu}=\int\Big\{(f_{\rho\rho}\rho'+f_{\rho\sigma}\sigma')\,\phi_\mu\phi_\nu+2\big[(f_{\rho\sigma}\rho'+f_{\sigma\sigma}\sigma')\nabla\rho+f_\sigma\nabla\rho'\big]\cdot\nabla(\phi_\mu\phi_\nu)\Big\}d\mathbf r, \tag{2}
$$

with $\sigma'=2\nabla\rho\cdot\nabla\rho'$. Equation (1) needs basis functions, their gradients and, if $f$ depends on $\ell$, their Laplacians. Equation (2) needs basis functions and gradients. Integrating by parts to obtain a multiplicative potential raises the order from one to two for a GGA and from two to four for a functional nonlinear in $\ell$; for a functional linear in $\ell$ it stays at two.

Hartree atomic units are used. The state is spin-restricted: both spin densities equal $\rho/2$, and they remain equal under the variations considered, so a function of the total density suffices. The symmetric density matrix $P$ includes the occupation numbers, and

$$
\rho=\sum_{\mu\nu}P_{\mu\nu}\phi_\mu\phi_\nu,\qquad
\tau=\tfrac12\sum_{\mu\nu}P_{\mu\nu}\nabla\phi_\mu\cdot\nabla\phi_\nu. \tag{3}
$$

The product rule gives $\nabla\rho=\sum P_{\mu\nu}(\phi_\nu\nabla\phi_\mu+\phi_\mu\nabla\phi_\nu)$. Exchanging the names of the two summation indices in the second term and using $P_{\nu\mu}=P_{\mu\nu}$ turns it into the first, so

$$
\nabla\rho=2\sum_{\mu\nu}P_{\mu\nu}\,\phi_\nu\nabla\phi_\mu. \tag{4}
$$

For the Laplacian, the product rule is applied twice:

$$
\nabla^2(\phi_\mu\phi_\nu)=\phi_\mu\nabla^2\phi_\nu+\phi_\nu\nabla^2\phi_\mu+2\nabla\phi_\mu\cdot\nabla\phi_\nu. \tag{5}
$$

After multiplication by $P_{\mu\nu}$ and summation, the first two terms are equal by the same relabelling. The last is $2\sum P_{\mu\nu}\nabla\phi_\mu\cdot\nabla\phi_\nu=4\tau$, because $\tau$ contains a factor one half. Hence

$$
\ell=2\sum_{\mu\nu}P_{\mu\nu}\,\phi_\nu\nabla^2\phi_\mu+4\tau. \tag{6}
$$

Of the six second derivatives of a basis function, the Laplacian functional therefore uses one combination, the trace. One point requires five numbers per basis function: a value, three gradient components and a Laplacian. A GGA requires four, and a functional of $\rho$ alone requires one.

On a molecular grid with points $\mathbf r_g$ and weights $w_g$, the energy that is actually computed is

$$
E=\sum_g w_g\,f\big(\rho,\sigma,\tau,\ell\big)_{\mathbf r_g}. \tag{7}
$$

The basis, points and weights are held fixed while $P$ changes. The matrix $V$ is defined by $dE=\operatorname{tr}(V\,dP)$ for symmetric $dP$, with $V$ itself symmetric. This definition is unique: if two symmetric matrices differ by $W$ and give the same $dE$, then $\operatorname{tr}(W\,dP)=0$ for every symmetric $dP$, and the choice $dP=W$ makes the sum of the squares of all elements of $W$ vanish.

The ingredients $\rho$, $\tau$ and $\ell$ are linear in $P$, while $\sigma$ is quadratic. Their first variations are

$$
\begin{aligned}
d\rho&=\sum dP_{\mu\nu}\,\phi_\mu\phi_\nu, &
d\sigma&=2\nabla\rho\cdot\nabla d\rho=2\sum dP_{\mu\nu}\,\nabla\rho\cdot\nabla(\phi_\mu\phi_\nu),\\
d\tau&=\tfrac12\sum dP_{\mu\nu}\,\nabla\phi_\mu\cdot\nabla\phi_\nu, &
d\ell&=\sum dP_{\mu\nu}\,\nabla^2(\phi_\mu\phi_\nu).
\end{aligned} \tag{8}
$$

Inserting them in $df=f_\rho d\rho+f_\sigma d\sigma+f_\tau d\tau+f_\ell d\ell$ and collecting the factor of $dP_{\mu\nu}$ gives equation (1), with the integral read as the grid sum. The collected factor is symmetric in $\mu$ and $\nu$, as the definition demands. No integration by parts has been made, so apart from rounding the matrix is the derivative of the quadrature energy (7) on a coarse grid as well as on a fine one. The derivation needs $f$ to be differentiable at the values met on the grid, which for the functionals used below means $\rho>0$ there.

For computation the symmetric expression is split into a matrix and its transpose, $V=Z+Z^{T}$, with

$$
Z_{\mu\nu}=\sum_g w_g\Big\{\phi_\mu\big[\tfrac12f_\rho\phi_\nu+2f_\sigma\nabla\rho\cdot\nabla\phi_\nu+f_\ell\nabla^2\phi_\nu\big]+\big(\tfrac14f_\tau+f_\ell\big)\nabla\phi_\mu\cdot\nabla\phi_\nu\Big\}. \tag{9}
$$

Adding the transpose doubles the terms that are already symmetric. Thus $\tfrac12f_\rho$ becomes $f_\rho$, and $\tfrac14f_\tau+f_\ell$ becomes $\tfrac12f_\tau+2f_\ell$, whose second part is the cross term of equation (5). The gradient term becomes $2f_\sigma\nabla\rho\cdot(\phi_\mu\nabla\phi_\nu+\phi_\nu\nabla\phi_\mu)$, as required. The square bracket is one array over basis functions and points, so the first part of $Z$ is a single matrix product. The last part adds three, one for each Cartesian direction. A GGA needs the single product; dependence on $\tau$, on $\ell$ or on both brings the number to four.

A small model shows the sizes of the terms. Two centres, A and B, lie 2 bohr apart on the $z$ axis. The six normalized basis functions are, in order, $s$ functions on A with exponents 2.0 and 0.5, a $p_z$ function on A with exponent 0.5, $s$ functions on B with exponents 1.5 and 0.4, and a $p_x$ function on B with exponent 0.4, all exponents in bohr$^{-2}$. Three orbitals are obtained by orthonormalizing, in this order, the coefficient vectors

$$
\begin{aligned}
&(0.5,\,0.5,\,0,\,0.3,\,0.3,\,0),\\
&(0.2,\,0.2,\,0.3,\,-0.3,\,-0.5,\,0),\\
&(0.3,\,-0.5,\,0.5,\,0.2,\,0.3,\,0.5).
\end{aligned} \tag{10}
$$

The first two, called the core orbital and $\phi_i$, hold two electrons each; the third, $\phi_a$, is empty. They were not obtained from a self-consistent calculation, which is immaterial for derivatives with respect to $P$. The core orbital is a sum of $s$ functions with positive coefficients, so $\rho>0$ everywhere.

The functional of the example is a bounded model of exchange,

$$
f=-C\rho^{4/3}\Big[1+\frac{z}{2\sqrt{1+z^2}}\Big],\qquad C=\tfrac34\Big(\frac3\pi\Big)^{1/3},\qquad z=\frac p5+\frac q{10}+\frac1{20}\Big(\frac{\tau}{\tau_u}-1\Big), \tag{11}
$$

with $p=c\,\sigma\rho^{-8/3}$, $q=c\,\ell\rho^{-5/3}$, $c=1/[4(3\pi^2)^{2/3}]$ and $\tau_u=\tfrac3{10}(3\pi^2)^{2/3}\rho^{5/3}$, the kinetic-energy density of the uniform electron gas. For a uniform gas $p=q=0$ and $\tau=\tau_u$, so $z=0$ and local exchange is recovered. The round coefficients in $z$ serve to make every term of equation (1) present; they carry no claim of accuracy for real matter.

The grid is built from spheres around both centres, with Becke's smooth partition weights, which add to one at every point. The fine grid has 80 radial, 48 polar and 8 azimuthal points per centre, the coarse one 20, 10 and 8. Points with a density of at most $10^{-20}$ bohr$^{-3}$ are dropped, and the remaining set is held fixed. The element between the second and fifth functions, the more diffuse $s$ functions of the two centres, is on the fine grid

$$
V_{25}=-0.185928-0.005688-0.000219+0.000559=-0.191276\ \text{hartree}, \tag{12}
$$

where the terms are those of $f_\rho$, $f_\sigma$, $f_\tau$ and $f_\ell$. If $P_{25}$ and $P_{52}$ are each changed by $h/2$, then $dE=\operatorname{tr}(V\,dP)=V_{25}h$, and the central energy difference with respect to $h$ gives the same six decimals. Over all elements the largest deviation between equation (1) and such differences is $1.7\times10^{-9}$ hartree on the fine grid and $1.6\times10^{-9}$ hartree on the coarse one. The agreement does not depend on grid quality, as the derivation requires.

The Laplacian term has a property that the others lack. If $f_\ell$ is a constant $a$, its contribution is $a\int\nabla^2(\phi_\mu\phi_\nu)d\mathbf r$, which is the flux of $a\nabla(\phi_\mu\phi_\nu)$ through a distant surface and vanishes for Gaussians. The converged matrix therefore responds to the spatial variation of $f_\ell$, not to its mean level.

Moving all derivatives off the product $\chi=\phi_\mu\phi_\nu$ gives the multiplicative potential. Let $f$ be independent of $\tau$, whose contribution is not a multiplicative potential. For the gradient term,

$$
2\int f_\sigma\nabla\rho\cdot\nabla\chi\,d\mathbf r=-2\int\chi\,\nabla\cdot(f_\sigma\nabla\rho)\,d\mathbf r, \tag{13}
$$

provided that the surface term, the flux of $\chi f_\sigma\nabla\rho$ through a distant surface, vanishes. For the Laplacian term two such steps give

$$
\int f_\ell\nabla^2\chi\,d\mathbf r=-\int\nabla f_\ell\cdot\nabla\chi\,d\mathbf r=\int\chi\,\nabla^2f_\ell\,d\mathbf r. \tag{14}
$$

The two minus signs cancel, and the matrix is $V_{\mu\nu}=\int v\,\phi_\mu\phi_\nu\,d\mathbf r$ with

$$
v=f_\rho-2\nabla\cdot(f_\sigma\nabla\rho)+\nabla^2f_\ell. \tag{15}
$$

The surface terms deserve a check, since $f_\ell$ can grow where the density is small. If $f=\rho^{4/3}F(q)$, then $f_\ell=c\,\rho^{-1/3}F'(q)$. For a density tail $e^{-2\alpha r^2}$ and a product tail $e^{-2\beta r^2}$, the product $f_\ell\chi$ behaves as $F'(q)\,e^{(2\alpha/3-2\beta)r^2}$ apart from powers of $r$. If $F'$ tends to a nonzero constant, this grows when $\beta<\alpha/3$, that is, for basis functions much more diffuse than the occupied orbitals. Then the integral in equation (1) itself diverges. A sufficiently rapid decay of $F'$ at large $q$ removes the difficulty.

The derivative order of equation (15) follows from the chain rule. A $k$th derivative of $\rho$ contains $\phi_\nu$ times a $k$th derivative of $\phi_\mu$, so the order in the density is also the order required of the basis. The intermediate form in equation (14) contains

$$
\nabla f_\ell=f_{\ell\rho}\nabla\rho+f_{\ell\sigma}\nabla\sigma+f_{\ell\ell}\nabla\ell, \tag{16}
$$

where $\nabla\sigma$ has second derivatives of $\rho$ and $\nabla\ell$ has third. A further derivative produces $f_{\ell\ell}\nabla^2\ell$, which is of fourth order. The multiplicative potential thus needs fourth basis derivatives if $f_{\ell\ell}\neq0$.

If $f$ is linear in $\ell$, the order falls to two, not three. Write $f=h(\rho,\sigma)+g(\rho,\sigma)\ell$, so that $f_\ell=g$ and $f_\sigma=h_\sigma+g_\sigma\ell$. The second term of equation (15) contributes the third-order piece $-2g_\sigma\nabla\rho\cdot\nabla\ell$. The third term contains $g_\sigma\nabla^2\sigma$, and differentiating $\sigma=\sum_j(\partial_j\rho)^2$ twice gives

$$
\nabla^2\sigma=2\sum_{ij}(\partial_i\partial_j\rho)^2+2\nabla\rho\cdot\nabla\ell. \tag{17}
$$

Its third-order piece is $+2g_\sigma\nabla\rho\cdot\nabla\ell$, which cancels the first. The other terms of $\nabla^2g$ are $g_\rho\ell$, $g_{\rho\rho}\sigma$, $2g_{\rho\sigma}\nabla\rho\cdot\nabla\sigma$ and $g_{\sigma\sigma}|\nabla\sigma|^2$, none beyond second order. Symbolic evaluation of equation (15) in three dimensions gives orders 2, 2 and 4 for the integrands $\rho\sigma^2$, $\rho\sigma^2\ell$ and $\rho\ell^2$, in agreement with this count.

Equation (1) has been derived as the exact derivative of the grid energy, with basis derivatives of at most second order, whereas the multiplicative potential needs fourth order when $f_{\ell\ell}\neq0$. It remains to compare the integrated forms numerically, on finite grids as well, and to derive and test the kernel contraction, equation (2), and its extension to Laplacian functionals.
